# How much barrier separates ten-second from ten-year magnetic retention?: verification in Python

```python
# Result under test: at fixed attempt frequency, temperature and failure
# criterion, lengthening magnetic retention from t_short to t_long needs an
# additional barrier kT*ln(t_long/t_short), about 17 kT for 10 s -> 10 years.
# Symbols: delta = barrier/kT; K = effective uniaxial anisotropy (J/m^3);
# V = cell volume; Ms = magnetization; alpha = damping; gamma = gyromagnetic
# ratio; tau_n = free diffusion time of the moment; x = cos(polar angle).
# Dwell time = mean time before the bit leaves its state for the other one.
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn, jnp_zeros

k_b = const.k
gamma = const.physical_constants["electron gyromag. ratio"][0]
year = const.Julian_year
day = const.day

# Inputs: rough typical values for a perpendicular memory free layer
temperature = 300.0
hot_temperature = const.zero_Celsius + 85.0
tau0 = 1e-9
t_short, t_long = 10.0, 10.0 * year
diameter, thickness = 25e-9, 2e-9
Ms, alpha, exchange = 1.0e6, 0.01, 15e-12
stray_field = 5e-3
allowed_error = 1e-6
kT = k_b * temperature
volume = np.pi * diameter**2 / 4 * thickness

# Estimate at fixed attempt frequency
added = np.log(t_long / t_short)
delta_short = np.log(t_short / tau0)
delta_long = np.log(t_long / tau0)
K_short = delta_short * kT / volume
K_long = delta_long * kT / volume

# Diffusion over the barrier, by quadrature
nodes, weights = legendre.leggauss(240)
x_half, w_half = (nodes + 1) / 2, weights / 2


def top_time(delta):
    """Mean time from pole to barrier top, in units of tau_n."""
    root = np.sqrt(delta)
    inner = (np.exp(-delta * x_half**2) * dawsn(root)
             - np.exp(-delta) * dawsn(root * x_half)) / root
    return 2 * np.exp(delta) * np.sum(w_half * inner / (1 - x_half**2))


def diffusion_time(cell_volume):
    return (1 + alpha**2) * Ms * cell_volume / (2 * alpha * gamma * kT)


def high_barrier_prefactor(delta):
    """Attempt frequency times tau_n for a high barrier."""
    return delta**1.5 / np.sqrt(np.pi)


# Independent eigenvalue calculation with odd Legendre polynomials
delta_test = 10.0
degrees = np.arange(1, 31, 2)
basis = np.array([legendre.legval(nodes, np.eye(32)[n]) for n in degrees])
slopes = np.array([legendre.legval(nodes, legendre.legder(np.eye(32)[n]))
                   for n in degrees])
boltzmann = weights * np.exp(delta_test * (nodes**2 - 1))
stiffness = (slopes * boltzmann * (1 - nodes**2)) @ slopes.T
mass = (basis * boltzmann) @ basis.T
decay_rates = eigh(stiffness, mass, eigvals_only=True) / 2
eigen_time = 1 / decay_rates[0]
mode_gap = decay_rates[1] / decay_rates[0]
assert abs(eigen_time / top_time(delta_test) - 1) < 2e-3
assert mode_gap > 1000

# Once the prefactor is divided out, only the exponential should remain;
# the neglected terms are of relative order 1/delta.
log_ratio = np.log(top_time(delta_long) * high_barrier_prefactor(delta_long)
                   / top_time(delta_short)
                   / high_barrier_prefactor(delta_short))
assert abs(log_ratio - added) < 0.03
for delta in (delta_short, delta_long):
    scaled = 2 * top_time(delta) * high_barrier_prefactor(delta)
    assert abs(scaled * np.exp(-delta) - 1) < 1.5 / delta


# Barrier needed when the attempt frequency follows the barrier
def needed_delta(target, fixed_volume):
    def mismatch(delta):
        v = volume if fixed_volume else delta * kT / K_long
        return np.log(2 * top_time(delta) * diffusion_time(v) / target)
    return brentq(mismatch, 10.0, 60.0)


dv_short, dv_long = (needed_delta(t, True) for t in (t_short, t_long))
dk_short, dk_long = (needed_delta(t, False) for t in (t_short, t_long))
added_fixed_volume = dv_long - dv_short
added_fixed_K = dk_long - dk_short
assert abs(added_fixed_volume - added
           - 1.5 * np.log(dv_long / dv_short)) < 0.03
assert abs(added_fixed_K - added - 0.5 * np.log(dk_long / dk_short)) < 0.03
f_short = high_barrier_prefactor(dv_short) / diffusion_time(volume)
f_long = high_barrier_prefactor(dv_long) / diffusion_time(volume)

# Small permitted error: two-state evolution checks the shifted barriers
strict_short = delta_short + np.log(1 / allowed_error)
strict_long = delta_long + np.log(1 / allowed_error)
for delta, t in ((strict_short, t_short), (strict_long, t_long)):
    rate = np.exp(-delta) / tau0
    generator = rate * np.array([[-1.0, 1.0], [1.0, -1.0]])
    error = (expm(generator * t) @ np.array([1.0, 0.0]))[1]
    assert abs(error / allowed_error - 1) < 1e-5

# Hot use with an unchanged barrier in joules
delta_hot = delta_long * temperature / hot_temperature
retention_hot = tau0 * np.exp(delta_hot)
barrier_hot_needed = delta_long * k_b * hot_temperature / const.e

# Diameter 5 percent too small, same K and thickness
delta_small = delta_long * 0.95**2
retention_small = tau0 * np.exp(delta_small)


# Opposing stray field: barrier by numerical maximization
def field_barrier(K):
    h = stray_field * Ms / (2 * K)

    def energy(angle):
        return np.sin(angle)**2 + 2 * h * np.cos(angle)
    top = minimize_scalar(lambda a: -energy(a), bounds=(0.1, 3.0),
                          method="bounded", options={"xatol": 1e-9})
    barrier = -top.fun - energy(0.0)
    assert abs(barrier - (1 - h)**2) < 1e-9
    return barrier * K * volume / kT


field_short, field_long = field_barrier(K_short), field_barrier(K_long)
loss_short, loss_long = delta_short - field_short, delta_long - field_long
added_in_field = field_long - field_short
assert abs(added_in_field - added) < 0.05

# First non-uniform mode of a free-edged disc of unit radius
n_r = 300
step = 1 / n_r
r = (np.arange(n_r) + 0.5) * step
faces = np.arange(1, n_r) * step / step
radial = np.diag(step / r)
for i, conductance in enumerate(faces):
    radial[i, i] += conductance
    radial[i + 1, i + 1] += conductance
    radial[i, i + 1] -= conductance
    radial[i + 1, i] -= conductance
norm = np.sqrt(r * step)
lowest = np.linalg.eigvalsh(radial / np.outer(norm, norm))[0]
mode_number = jnp_zeros(1, 1)[0]
assert abs(np.sqrt(lowest) / mode_number - 1) < 1e-3
largest_diameter = 2 * mode_number * np.sqrt(exchange / K_long)
assert diameter < largest_diameter


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Temperature", f"{temperature:.0f}", "K")
show("Inverse attempt frequency tau0", f"{tau0*1e9:.1f}", "ns")
show("Short retention", f"{t_short:.0f}", "s")
show("Long retention (10 years)", f"{t_long:.4e}", "s")
show("Retention ratio", f"{t_long/t_short:.4e}")
show("Decades of time gained", f"{np.log10(t_long/t_short):.3f}")
show("Barrier cost per decade", f"{np.log(10):.3f}", "kT")
show("ADDITIONAL BARRIER", f"{added:.2f}", "kT")
show("Thermal energy kT", f"{kT/const.e*1e3:.2f}", "meV")
show("ADDITIONAL BARRIER", f"{added*kT/const.e:.3f}", "eV")
show("Total barrier for 10 s", f"{delta_short:.2f}", "kT")
show("Total barrier for 10 years", f"{delta_long:.2f}", "kT")
show("Total barrier for 10 s", f"{delta_short*kT/const.e:.3f}", "eV")
show("Total barrier for 10 years", f"{delta_long*kT/const.e:.3f}", "eV")
show("Cell diameter", f"{diameter*1e9:.0f}", "nm")
show("Cell thickness", f"{thickness*1e9:.0f}", "nm")
show("Cell volume", f"{volume*1e27:.1f}", "nm^3")
show("Magnetization", f"{Ms/1e3:.0f}", "kA/m")
show("Damping", f"{alpha:.2f}")
show("Exchange stiffness", f"{exchange*1e12:.0f}", "pJ/m")
show("Anisotropy K for 10 s", f"{K_short/1e3:.1f}", "kJ/m^3")
show("Anisotropy K for 10 years", f"{K_long/1e3:.1f}", "kJ/m^3")
show("Test barrier for mode calculation", f"{delta_test:.0f}", "kT")
show("Time to top, quadrature", f"{top_time(delta_test):.2f}", "tau_n")
show("Slowest decay time, eigenvalue", f"{eigen_time:.2f}", "tau_n")
show("Next odd decay rate / slowest", f"{mode_gap:.0f}")
show("Log time ratio, prefactor removed", f"{log_ratio:.3f}")
show("Free diffusion time tau_n", f"{diffusion_time(volume)*1e9:.1f}", "ns")
show("Diffusion model barrier, 10 s", f"{dv_short:.2f}", "kT")
show("Diffusion model barrier, 10 years", f"{dv_long:.2f}", "kT")
show("Attempt frequency there, 10 s", f"{f_short/1e9:.2f}", "GHz")
show("Attempt frequency there, 10 years", f"{f_long/1e9:.2f}", "GHz")
show("Added barrier, fixed volume", f"{added_fixed_volume:.2f}", "kT")
show("Added barrier, fixed K", f"{added_fixed_K:.2f}", "kT")
show("Permitted error probability", f"{allowed_error:.0e}")
show("Barrier for that error, 10 s", f"{strict_short:.2f}", "kT")
show("Barrier for that error, 10 years", f"{strict_long:.2f}", "kT")
show("Hot temperature (85 C)", f"{hot_temperature:.2f}", "K")
show("Ten-year cell when hot, barrier/kT", f"{delta_hot:.2f}")
show("Ten-year cell when hot, retention", f"{retention_hot/day:.2f}", "days")
show("Barrier for 10 years when hot", f"{barrier_hot_needed:.3f}", "eV")
show("Diameter 5% small, barrier", f"{delta_small:.2f}", "kT")
show("Diameter 5% small, retention", f"{retention_small/day:.0f}", "days")
show("Opposing stray field", f"{stray_field*1e3:.0f}", "mT")
show("Field loss, 10 s cell", f"{loss_short:.3f}", "kT")
show("Field loss, 10-year cell", f"{loss_long:.3f}", "kT")
show("Added barrier with field on both", f"{added_in_field:.2f}", "kT")
show("Disc mode number kR", f"{mode_number:.4f}")
show("Largest diameter, uniform saddle", f"{largest_diameter*1e9:.1f}", "nm")
print("no test failed")
```

Running it gives:

```
Temperature: 300 K
Inverse attempt frequency tau0: 1.0 ns
Short retention: 10 s
Long retention (10 years): 3.1558e+08 s
Retention ratio: 3.1558e+07
Decades of time gained: 7.499
Barrier cost per decade: 2.303 kT
ADDITIONAL BARRIER: 17.27 kT
Thermal energy kT: 25.85 meV
ADDITIONAL BARRIER: 0.446 eV
Total barrier for 10 s: 23.03 kT
Total barrier for 10 years: 40.29 kT
Total barrier for 10 s: 0.595 eV
Total barrier for 10 years: 1.042 eV
Cell diameter: 25 nm
Cell thickness: 2 nm
Cell volume: 981.7 nm^3
Magnetization: 1000 kA/m
Damping: 0.01
Exchange stiffness: 15 pJ/m
Anisotropy K for 10 s: 97.1 kJ/m^3
Anisotropy K for 10 years: 170.0 kJ/m^3
Test barrier for mode calculation: 10 kT
Time to top, quadrature: 694.20 tau_n
Slowest decay time, eigenvalue: 693.92 tau_n
Next odd decay rate / slowest: 8543
Log time ratio, prefactor removed: 17.247
Free diffusion time tau_n: 67.3 ns
Diffusion model barrier, 10 s: 22.89 kT
Diffusion model barrier, 10 years: 41.06 kT
Attempt frequency there, 10 s: 0.92 GHz
Attempt frequency there, 10 years: 2.21 GHz
Added barrier, fixed volume: 18.16 kT
Added barrier, fixed K: 17.57 kT
Permitted error probability: 1e-06
Barrier for that error, 10 s: 36.84 kT
Barrier for that error, 10 years: 54.11 kT
Hot temperature (85 C): 358.15 K
Ten-year cell when hot, barrier/kT: 33.75
Ten-year cell when hot, retention: 5.26 days
Barrier for 10 years when hot: 1.244 eV
Diameter 5% small, barrier: 36.36 kT
Diameter 5% small, retention: 72 days
Opposing stray field: 5 mT
Field loss, 10 s cell: 1.170 kT
Field loss, 10-year cell: 1.176 kT
Added barrier with field on both: 17.26 kT
Disc mode number kR: 1.8412
Largest diameter, uniform saddle: 34.6 nm
no test failed
```
